# Spectral moments from nested commutators and the high-frequency expansion of G: verification in Python

```python
"""Spectral moments of a fermion Green's function.

Result under test, for a stationary state and existing moments:
  M_n = integral w^n A(w) dw = < { [..[[c,K],K]..,K], c^dagger } >
      = coefficient of 1/z^(n+1) in G(z) at large |z|.
K: Hamiltonian minus mu*N; c: annihilator of the middle site, spin up;
A: spectral function; G(z) = integral A(w)/(z-w) dw.
Model: three-site Hubbard chain, hbar = 1, energies in Ry.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.linalg import expm, solve_sylvester

RY_IN_EV = physical_constants["Rydberg constant times hc in eV"][0]

# ---------- model ----------
site_energy = [0.0, 0.1, 0.2]
hop_12, hop_23 = -0.2, -0.1
U, mu, kT, split = 0.8, 0.3, 0.1, 0.05
n_modes = 6


def annihilator(mode):
    """Jordan-Wigner matrix; mode = 2*site + spin (0 up, 1 down)."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    out = np.eye(1)
    for k in range(n_modes):
        factor = sign if k < mode else (lower if k == mode else np.eye(2))
        out = np.kron(out, factor)
    return out


a = [annihilator(k) for k in range(n_modes)]
num = [x.T @ x for x in a]
dim = 2 ** n_modes
K = np.zeros((dim, dim))
for site in range(3):
    for spin in range(2):
        level = site_energy[site] - mu + (-split if spin == 0 else split)
        K += level * num[2 * site + spin]
    K += U * num[2 * site] @ num[2 * site + 1]
for left, hop in ((0, hop_12), (1, hop_23)):
    for spin in range(2):
        i, j = 2 * left + spin, 2 * left + 2 + spin
        K += hop * (a[i].T @ a[j] + a[j].T @ a[i])

c = a[2]
rho = expm(-K / kT)
rho /= np.trace(rho)
n_up = np.trace(rho @ num[2])
n_down = np.trace(rho @ num[3])


def comm(x, y):
    return x @ y - y @ x


def anti(x, y):
    return x @ y + y @ x


def mean_anti(x):
    """Average of {x, c^dagger} in the thermal state."""
    return np.trace(rho @ anti(x, c.T))


print("Three-site Hubbard chain, middle site, spin up")
print("site energies (Ry):", site_energy)
print(f"hoppings h12, h23 (Ry): {hop_12}, {hop_23}")
print(f"U = {U} Ry, mu = {mu} Ry, kT = {kT} Ry")
print(f"spin shift: up {-split} Ry, down {split} Ry")
print(f"number of many-body states: {dim}")
print(f"middle-site occupations: up {n_up:.6f}, down {n_down:.6f}")

# ---------- road 1: eigenstate sum ----------
E, V = np.linalg.eigh(K)
p = np.exp(-(E - E[0]) / kT)
p /= p.sum()
c_eig = V.T @ c @ V
weight = (p[:, None] + p[None, :]) * c_eig ** 2
omega = E[None, :] - E[:, None]
keep = weight > 1e-20
weight, omega = weight[keep], omega[keep]
radius = np.abs(omega).max()

# ---------- road 2: G(z) from z X - [X,K] = c, no eigenstates ----------
K_complex = K.astype(complex)
identity = np.eye(dim)


def green(z):
    x = solve_sylvester(K_complex + z * identity, -K_complex,
                        c.astype(complex))
    return mean_anti(x)


# G from its definition as a time integral
z_test = 0.5 + 0.4j
times = np.linspace(0.0, 100.0, 2001)
step = expm(1j * K * (times[1] - times[0]))
step_back = step.conj().T
kernel = c.T @ rho + rho @ c.T
c_t = c.astype(complex)
correlation = []
for t in times:
    correlation.append(np.sum(c_t * kernel.T))
    c_t = step @ c_t @ step_back
g_time = -1j * simpson(np.exp(1j * z_test * times)
                       * np.array(correlation), x=times)
g_solve = green(z_test)
g_poles = np.sum(weight / (z_test - omega))
# tolerance set by the Simpson step error
assert abs(g_time - g_solve) < 1e-6
assert abs(g_poles - g_solve) < 1e-10
print(f"G at z = {z_test} Ry, in 1/Ry:")
print(f"  time integral      {g_time:.7f}")
print(f"  equation of motion {g_solve:.7f}")

# ---------- the three forms of the moments ----------
contour_radius = 4.0
assert radius < contour_radius
angles = 2 * np.pi * (np.arange(64) + 0.5) / 64
circle = contour_radius * np.exp(1j * angles)
g_circle = np.array([green(z) for z in circle])
print("n, M_n in Ry^n: eigenstate sum, commutators, 1/z^(n+1) term")
moments = []
nested = c.copy()
for n in range(7):
    from_poles = np.sum(weight * omega ** n)
    from_comm = mean_anti(nested)
    from_g = np.mean(circle ** (n + 1) * g_circle)
    assert abs(from_poles - from_comm) < 1e-10
    assert abs(from_g - from_comm) < 1e-9
    print(f"  {n}  {from_poles:.8f}  {from_comm:.8f}  {from_g.real:.8f}")
    moments.append(from_comm)
    nested = comm(nested, K)

# ---------- closed forms of mean and variance ----------
h_mid = site_energy[1] - split - mu
mean_formula = h_mid + U * n_down
hop_part = hop_12 ** 2 + hop_23 ** 2
int_part = U ** 2 * n_down * (1 - n_down)
variance = moments[2] - moments[1] ** 2
assert abs(moments[1] - mean_formula) < 1e-10
assert abs(variance - hop_part - int_part) < 1e-10
width = np.sqrt(variance)
print(f"level measured from mu: {h_mid:.4f} Ry")
print(f"Hartree shift U*n_down: {U * n_down:.6f} Ry")
print(f"mean from formula: {mean_formula:.6f} Ry"
      f" = {mean_formula * RY_IN_EV:.4f} eV")
print(f"variance: hopping part {hop_part:.6f} Ry^2")
print(f"variance: interaction part {int_part:.6f} Ry^2")
print(f"variance from moments: {variance:.6f} Ry^2")
print(f"width (root of variance): {width:.6f} Ry"
      f" = {width * RY_IN_EV:.4f} eV")

# inverse of G at large z; the next term is of relative order 1/|z|
z_far = 1000j
tail = z_far * (z_far - 1 / green(z_far) - moments[1])
assert abs(tail - variance) < 1e-3
print(f"z*(z - 1/G - M1) at z = 1000i Ry: {tail.real:.6f} Ry^2")

# ---------- sharing commutators needs a stationary state ----------
first = comm(c, K)
second = comm(first, K)
shared = anti(first, first.T)
split_form = np.trace(rho @ shared)
assert abs(split_form - moments[2]) < 1e-10
vacuum = np.zeros(dim)
vacuum[0] = 1.0
moving = (a[1].T @ vacuum + 1j * a[3].T @ vacuum) / np.sqrt(2)
gap = np.vdot(moving, (anti(second, c.T) - shared) @ moving)
assert abs(gap - (-1j * U * hop_12)) < 1e-12
print(f"M2 with shared commutators, thermal: {split_form:.8f} Ry^2")
print(f"nested minus shared, moving electron: {gap.imag:.4f}i Ry^2")

# ---------- truncation error and convergence ----------
z_cut = 4j
g_exact = green(z_cut)
partial = 0.0
print("z = 4i Ry: last n kept, error of G and its bound (1/Ry)")
for n in range(5):
    partial = partial + moments[n] / z_cut ** (n + 1)
    error = abs(g_exact - partial)
    bound = np.sum(weight * np.abs(omega) ** (n + 1)) / 4.0 ** (n + 2)
    assert error <= bound + 1e-13
    print(f"  {n}  {error:.3e}  {bound:.3e}")

z_out, z_in = 1.25j * radius, 0.5j * radius
series = sum(np.sum(weight * (omega / z_out) ** n) / z_out
             for n in range(121))
error_out = abs(series - green(z_out))
term_in = abs(np.sum(weight * (omega / z_in) ** 120) / z_in)
assert error_out < 1e-9
assert term_in > 1e3
print(f"outermost pole distance r: {radius:.5f} Ry")
print("|z| = 1.25 r: error after n = 120 is below 1e-9 1/Ry:",
      bool(error_out < 1e-9))
print(f"|z| = 0.5 r: size of term n = 120: {term_in:.1e} 1/Ry")

# ---------- Lorentzian: the second moment does not exist ----------
gamma, y = 0.1, 10.0


def lorentz(w):
    return gamma / np.pi / (w * w + gamma * gamma)


def lorentz_integrand(w):
    return 2 * lorentz(w) * y / (y * y + w * w)


g_lor = -1j * (quad(lorentz_integrand, 0, 1, epsabs=1e-13)[0]
               + quad(lorentz_integrand, 1, np.inf, epsabs=1e-13)[0])
z_lor = 1j * y
coefficient = z_lor ** 2 * (g_lor - 1 / z_lor)
expected = -1j * gamma * z_lor / (z_lor + 1j * gamma)
assert abs(coefficient - expected) < 1e-7
cut = [2 * quad(lambda w: w * w * lorentz(w), 0, top)[0]
       for top in (10.0, 20.0)]
assert 1.9 < cut[1] / cut[0] < 2.1
print(f"Lorentzian, half width {gamma} Ry, z = 10i Ry:")
print(f"  z^2*(G - 1/z) = {coefficient.imag:.6f}i Ry")
print(f"  second moment cut at 10, 20 Ry: {cut[0]:.4f}, {cut[1]:.4f} Ry^2")

# ---------- Gaussian: all moments exist, the series diverges ----------
sigma, y = 0.1, 0.3
w = np.linspace(-16 * sigma, 16 * sigma, 4001)
dw = w[1] - w[0]
gauss = np.exp(-0.5 * (w / sigma) ** 2) / (sigma * np.sqrt(2 * np.pi))
z_gauss = 1j * y
g_gauss = np.sum(gauss / (z_gauss - w)) * dw
partial = 0.0
relative = []
for k in range(16):
    partial = partial + np.sum(gauss * (w / z_gauss) ** (2 * k)) * dw / z_gauss
    error = abs(g_gauss - partial)
    omitted = np.sum(gauss * (w / y) ** (2 * k + 2)) * dw / y
    assert error <= omitted * (1 + 1e-9) + 1e-12
    relative.append(error / abs(g_gauss))
best = int(np.argmin(relative))
assert 0 < best < 15
assert relative[-1] > 1.0
print(f"Gaussian, sigma {sigma} Ry, z = 0.3i Ry, relative error of G:")
for k in (0, best, 15):
    print(f"  last moment kept n = {2 * k}: {relative[k]:.3e}")

print("done: every assertion held")
```

Running it gives:

```
Three-site Hubbard chain, middle site, spin up
site energies (Ry): [0.0, 0.1, 0.2]
hoppings h12, h23 (Ry): -0.2, -0.1
U = 0.8 Ry, mu = 0.3 Ry, kT = 0.1 Ry
spin shift: up -0.05 Ry, down 0.05 Ry
number of many-body states: 64
middle-site occupations: up 0.548738, down 0.342076
G at z = (0.5+0.4j) Ry, in 1/Ry:
  time integral      0.6242460-1.1268462j
  equation of motion 0.6242460-1.1268462j
n, M_n in Ry^n: eigenstate sum, commutators, 1/z^(n+1) term
  0  1.00000000  1.00000000  1.00000000
  1  0.02366092  0.02366092  0.02366092
  2  0.19459828  0.19459828  0.19459828
  3  0.05250593  0.05250593  0.05250593
  4  0.08621300  0.08621300  0.08621300
  5  0.04449207  0.04449207  0.04449207
  6  0.05609788  0.05609788  0.05609788
level measured from mu: -0.2500 Ry
Hartree shift U*n_down: 0.273661 Ry
mean from formula: 0.023661 Ry = 0.3219 eV
variance: hopping part 0.050000 Ry^2
variance: interaction part 0.144038 Ry^2
variance from moments: 0.194038 Ry^2
width (root of variance): 0.440498 Ry = 5.9933 eV
z*(z - 1/G - M1) at z = 1000i Ry: 0.194038 Ry^2
M2 with shared commutators, thermal: 0.19459828 Ry^2
nested minus shared, moving electron: 0.1600i Ry^2
z = 4i Ry: last n kept, error of G and its bound (1/Ry)
  0  3.226e-03  2.294e-02
  1  2.966e-03  3.041e-03
  2  2.109e-04  4.764e-04
  3  8.159e-05  8.419e-05
  4  1.081e-05  1.635e-05
outermost pole distance r: 1.84275 Ry
|z| = 1.25 r: error after n = 120 is below 1e-9 1/Ry: True
|z| = 0.5 r: size of term n = 120: 5.2e+30 1/Ry
Lorentzian, half width 0.1 Ry, z = 10i Ry:
  z^2*(G - 1/z) = -0.099010i Ry
  second moment cut at 10, 20 Ry: 0.6267, 1.2633 Ry^2
Gaussian, sigma 0.1 Ry, z = 0.3i Ry, relative error of G:
  last moment kept n = 0: 9.437e-02
  last moment kept n = 8: 8.298e-03
  last moment kept n = 30: 2.521e+01
done: every assertion held
```
